# Evaluating 6j symbols with an argument 0, 1/2 or 1: verification in Python

```python
"""
Result under test: 6j symbols {a b c; k e f} with k = 0, 1/2, 1, in particular
  {a b c; 1 c b} = (-1)^(a+b+c+1) [b(b+1)+c(c+1)-a(a+1)]
                   / (2 sqrt(b(b+1)(2b+1) c(c+1)(2c+1))).
Definition: the overlap R = <((a b)c, k) e | (a, (b k)f) e> equals
  (-1)^(a+b+k+e) sqrt((2c+1)(2f+1)) {a b c; k e f}.
The definition side builds coupled states numerically from ladder operators,
with the component m1 = j1 of the highest state positive. All spins are
floats holding exact integers or half-integers; hbar = 1.
"""
from fractions import Fraction
from functools import lru_cache
from math import factorial, sqrt
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import null_space
from sympy import Rational
from sympy.physics.wigner import wigner_6j

TOL = 1e-11


def sign(exponent):
    n = int(round(exponent))
    assert abs(n - exponent) < 1e-9
    return -1.0 if n % 2 else 1.0


def triad(a, b, c):
    return abs(a - b) <= c <= a + b and (a + b + c) % 1 == 0


def m_values(j):
    return j - np.arange(int(2 * j) + 1)


def spin(j):
    """Matrices of Jz and J+ in the basis m = j, j-1, ..., -j."""
    m = m_values(j)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.diag(m), raising


@lru_cache(maxsize=None)
def coupled(j1, j2, J):
    """Clebsch-Gordan array [m1, m2, M], or None if the triad fails."""
    if not triad(j1, j2, J):
        return None
    m1, m2 = m_values(j1), m_values(j2)
    up = (np.kron(spin(j1)[1], np.eye(len(m2)))
          + np.kron(np.eye(len(m1)), spin(j2)[1]))
    total = np.add.outer(m1, m2).ravel()
    index = np.where(total == J)[0]
    kernel = null_space(up[:, index])
    assert kernel.shape[1] == 1
    state = np.zeros(len(total))
    state[index] = kernel[:, 0] * np.sign(kernel[0, 0])
    states = [state]
    for M in m_values(J)[:-1]:
        state = up.T @ state / sqrt(J * (J + 1) - M * (M - 1))
        states.append(state)
    return np.array(states).T.reshape(len(m1), len(m2), -1)


def recoupling(a, b, c, k, e, f):
    parts = [coupled(a, b, c), coupled(c, k, e), coupled(b, k, f),
             coupled(a, f, e)]
    if any(p is None for p in parts):
        return 0.0
    return float(np.einsum('abc,ck,bkf,af->', parts[0], parts[1][:, :, 0],
                           parts[2], parts[3][:, :, 0]))


def six_definition(a, b, c, k, e, f):
    return (sign(a + b + k + e) * recoupling(a, b, c, k, e, f)
            / sqrt((2 * c + 1) * (2 * f + 1)))


def six_main(a, b, c):
    bracket = b * (b + 1) + c * (c + 1) - a * (a + 1)
    norm = 2 * sqrt(b * (b + 1) * (2 * b + 1) * c * (c + 1) * (2 * c + 1))
    return sign(a + b + c + 1) * bracket / norm


def six_closed(a, b, c, k, e, f):
    """Closed forms for e = c + k; other cases through two symmetries."""
    s = a + b + c
    if k == 0:
        return sign(s) / sqrt((2 * b + 1) * (2 * c + 1))
    if e == c and f == b:
        return six_main(a, b, c)
    if e < c:
        return six_closed(a, f, e, k, c, b)
    if e == c:
        return six_closed(a, c, b, k, f, e)
    p, q, r = b + c - a, a + c - b, a + b - c
    B, C = 2 * b, 2 * c
    if k == 0.5:
        D = (C + 1) * (C + 2)
        if f > b:
            return sign(s + 1) * sqrt((s + 2) * (p + 1)
                                      / ((B + 1) * (B + 2) * D))
        return sign(s) * sqrt((q + 1) * r / (B * (B + 1) * D))
    D = (C + 1) * (C + 2) * (C + 3)
    if f > b:
        return sign(s) * sqrt((s + 2) * (s + 3) * (p + 1) * (p + 2)
                              / ((B + 1) * (B + 2) * (B + 3) * D))
    if f == b:
        return sign(s + 1) * sqrt(2 * (s + 2) * (p + 1) * r * (q + 1)
                                  / (B * (B + 1) * (B + 2) * D))
    return sign(s) * sqrt((q + 1) * (q + 2) * (r - 1) * r
                          / ((B - 1) * B * (B + 1) * D))


def scalar_product(j1, j2):
    """Matrix of J1.J2 in the product basis."""
    z1, p1 = spin(j1)
    z2, p2 = spin(j2)
    return np.kron(z1, z2) + 0.5 * (np.kron(p1, p2.T) + np.kron(p1.T, p2))


def outer_range(j, k):
    return [float(x) for x in np.arange(abs(j - k), j + k + 0.5, 1.0)]


halves = [0.5 * n for n in range(7)]
triples = [(a, b, c) for a in halves for b in halves for c in halves
           if triad(a, b, c)]

# Closed forms against the definition, including zeros from a failed (a f e).
worst, count, main_count = 0.0, 0, 0
for a, b, c in triples:
    for k in (0.0, 0.5, 1.0):
        for e in outer_range(c, k):
            for f in outer_range(b, k):
                gap = abs(six_definition(a, b, c, k, e, f)
                          - six_closed(a, b, c, k, e, f))
                worst, count = max(worst, gap), count + 1
                main_count += int(k == 1 and e == c and f == b)
assert worst < TOL

# Highest-state coefficient, exchange phase and the two exchange relations.
for a, b, c in triples:
    table = coupled(a, b, c)
    x_squared = (factorial(int(2 * a)) * factorial(int(2 * c + 1))
                 / factorial(int(a + b + c + 1)) / factorial(int(a + c - b)))
    assert abs(table[0, int(b - c + a), 0] - sqrt(x_squared)) < TOL
    swapped = coupled(b, a, c).transpose(1, 0, 2)
    assert np.allclose(table, sign(a + b - c) * swapped, atol=TOL)
    phase = np.array([sign(c - a + 2 * b + m) for m in m_values(b)])
    other = coupled(c, b, a)[:, ::-1, :].transpose(2, 1, 0)
    factor = sqrt((2 * c + 1) / (2 * a + 1))
    assert np.allclose(table, factor * phase[None, :, None] * other, atol=TOL)
    phase = np.array([sign(2 * a - m + c - b) for m in m_values(a)])
    other = coupled(a, c, b)[::-1].transpose(0, 2, 1)
    factor = sqrt((2 * c + 1) / (2 * b + 1))
    assert np.allclose(table, factor * phase[:, None, None] * other, atol=TOL)

# Coefficients C(b m k k | f m+k) for k = 1/2 and 1.
for b in halves:
    for i, m in enumerate(m_values(b)):
        B = 2 * b
        expected = {(0.5, b + 0.5): sqrt((b + m + 1) / (B + 1)),
                    (1.0, b + 1): sqrt((b + m + 1) * (b + m + 2)
                                       / ((B + 1) * (B + 2)))}
        if b >= 0.5:
            expected[0.5, b - 0.5] = -sqrt((b - m) / (B + 1))
            expected[1.0, b] = -sqrt((b - m) * (b + m + 1) / (B * (b + 1)))
        if b >= 1:
            expected[1.0, b - 1] = sqrt((b - m - 1) * (b - m) / (B * (B + 1)))
        for (k, f), value in expected.items():
            position = int(f - m - k)
            found = 0.0 if m + k > f else coupled(b, k, f)[i, 0, position]
            assert abs(found - value) < TOL

# The multiplet b inside b x 1 is made by the vector operator B itself.
for b in halves[1:]:
    z, p = spin(b)
    built = np.stack([-p.T / sqrt(2), z, p / sqrt(2)], axis=1)
    assert np.allclose(coupled(b, 1.0, b), built / sqrt(b * (b + 1)), atol=TOL)

# The overlap is <C.B>/sqrt(b(b+1)c(c+1)) with C = A + B.
for a, b, c in triples:
    if b > 0 and c > 0:
        top = coupled(a, b, c)[:, :, 0].ravel()
        c_dot_b = top @ scalar_product(a, b) @ top + b * (b + 1)
        half_bracket = (b * (b + 1) + c * (c + 1) - a * (a + 1)) / 2
        assert abs(c_dot_b - half_bracket) < TOL
        overlap = recoupling(a, b, c, 1.0, c, b)
        assert abs(overlap - c_dot_b / sqrt(b * (b + 1) * c * (c + 1))) < TOL

# One-term overlap for e = c + k, and the symmetries, also for k = 3/2.
for a, b, c in [t for t in triples if max(t) <= 2]:
    for k in (0.5, 1.0, 1.5):
        for f in outer_range(b, k):
            if triad(a, f, c + k):
                i = int(b - c + a)
                M = c - a + k
                middle = (coupled(b, k, f)[i, 0, int(f - M)]
                          if abs(M) <= f else 0.0)
                one_term = (coupled(a, b, c)[0, i, 0] * middle
                            / coupled(a, f, c + k)[0, int(f - M), 0])
                assert abs(recoupling(a, b, c, k, c + k, f) - one_term) < TOL
            for e in outer_range(c, k):
                value = six_definition(a, b, c, k, e, f)
                assert abs(value - six_definition(a, f, e, k, c, b)) < TOL
                assert abs(value - six_definition(a, c, b, k, f, e)) < TOL

# Worked example: L = 2, S = 3/2.
L, S = 2.0, 1.5
coupling = 1.0e-4
to_wavenumber = physical_constants['hartree-inverse meter relationship'][0] / 100
reduced = sqrt(L * (L + 1) * (2 * L + 1) * S * (S + 1) * (2 * S + 1))
J_values = outer_range(L, S)


def name(x):
    return str(Fraction(x))


print(f"cases compared with definition: {count}, of type (1 c b): {main_count}")
print(f"largest deviation below {TOL:.0e}: {worst < TOL}")
print(f"L = {name(L)}, S = {name(S)}, A = {coupling:.1e} hartree")
print(f"normalisation 2*sqrt(...) = {2 * reduced:.6f}")
print("J, bracket, sign, 6j {J L S;1 S L}, <L.S>, level (hartree), (cm^-1)")
levels, weighted = [], 0.0
for J in J_values:
    bracket = L * (L + 1) + S * (S + 1) - J * (J + 1)
    symbol = six_main(J, L, S)
    library = float(wigner_6j(*[Rational(int(2 * v), 2)
                                for v in (J, L, S, 1, S, L)]))
    assert abs(symbol - library) < TOL
    l_dot_s = sign(J + L + S) * reduced * six_definition(J, L, S, 1.0, S, L)
    energy = coupling * l_dot_s
    levels += [energy] * int(2 * J + 1)
    weighted += (2 * J + 1) * bracket
    print(f"{name(J)}, {bracket:.2f}, {sign(J + L + S + 1):+.0f}, {symbol:+.6f},"
          f" {l_dot_s:+.2f}, {energy:+.3e}, {energy * to_wavenumber:+.3f}")
spectrum = np.linalg.eigvalsh(coupling * scalar_product(L, S))
assert np.allclose(np.sort(levels), spectrum, atol=1e-14, rtol=0)
assert abs(weighted) < TOL
width = spectrum[-1] - spectrum[0]
print(f"total splitting = {width:.3e} hartree = {width * to_wavenumber:.3f} cm^-1")
print(f"sum of (2J+1)*bracket vanishes: {abs(weighted) < TOL}")

a = 2.5
print("symbols {5/2 2 3/2; k e f}: k, e, f, value")
for k in (0.0, 0.5, 1.0):
    for e in outer_range(S, k):
        for f in outer_range(L, k):
            value = six_closed(a, L, S, k, e, f) + 0.0
            print(f"{name(k)}, {name(e)}, {name(f)}, {value:+.6f}")

print("recoupling for a=5/2, b=2, c=3/2, k=1, e=3/2: f, R, R^2")
probability_sum = 0.0
for f in outer_range(L, 1.0):
    R = (sign(a + L + 1 + S) * sqrt((2 * S + 1) * (2 * f + 1))
         * six_closed(a, L, S, 1.0, S, f))
    probability_sum += R * R
    print(f"{name(f)}, {R:+.6f}, {R * R:.6f}")
assert abs(probability_sum - 1) < TOL
print(f"sum of R^2 = {probability_sum:.6f}")
print("all assertions hold")
```

Printed output:

```
cases compared with definition: 1311, of type (1 c b): 93
largest deviation below 1e-11: True
L = 2, S = 3/2, A = 1.0e-04 hartree
normalisation 2*sqrt(...) = 42.426407
J, bracket, sign, 6j {J L S;1 S L}, <L.S>, level (hartree), (cm^-1)
1/2, 9.00, -1, -0.212132, -4.50, -4.500e-04, -98.764
3/2, 6.00, +1, +0.141421, -3.00, -3.000e-04, -65.842
5/2, 1.00, -1, -0.023570, -0.50, -5.000e-05, -10.974
7/2, -6.00, +1, -0.141421, +3.00, +3.000e-04, +65.842
total splitting = 7.500e-04 hartree = 164.606 cm^-1
sum of (2J+1)*bracket vanishes: True
symbols {5/2 2 3/2; k e f}: k, e, f, value
0, 3/2, 2, +0.223607
1/2, 1, 3/2, +0.170783
1/2, 1, 5/2, +0.149071
1/2, 2, 3/2, +0.150000
1/2, 2, 5/2, -0.163299
1, 1/2, 1, +0.000000
1, 1/2, 2, +0.197203
1, 1/2, 3, +0.089087
1, 3/2, 1, +0.187083
1, 3/2, 2, -0.023570
1, 3/2, 3, -0.142539
1, 5/2, 1, +0.100000
1, 5/2, 2, -0.141421
1, 5/2, 3, +0.130931
recoupling for a=5/2, b=2, c=3/2, k=1, e=3/2: f, R, R^2
1, -0.648074, 0.420000
2, +0.105409, 0.011111
3, +0.754247, 0.568889
sum of R^2 = 1.000000
all assertions hold
```
